# Hellmann-Feynman forces and the two-component density of a heavy diatomic: test program

```python
"""
Result under test: for one electron and two clamped point nuclei, the energy
gradient G = dE/dz_A is the expectation value of the TRANSFORMED operator
dV/dz_A in the two-component state phi. The untransformed operator, i.e. the
classical field of the density phi^dagger phi, gives a different number.

Symbols: Z nuclear charge, R separation, c speed of light, X the map from large
to small components, N = 1 + X^dagger X, V the nuclear attraction.
Lengths are scaled by Z: the program uses unit charges, separation Z*R = 2 and
light speed c/Z. Energies then scale as Z^2 and energy gradients as Z^3.
Nucleus A is at +R/2 and nucleus B at -R/2 on the z axis.
The small-component basis is sigma.p acting on the large-component basis.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import fine_structure, physical_constants
from pyscf import gto

LIGHT = 1.0 / fine_structure
SEPARATION = 2.0
LADDER = [0.12 * 2.5**k for k in range(23)]
BASIS = ([[0, [a, 1.0]] for a in LADDER]
         + [[1, [a, 1.0]] for a in LADDER]
         + [[2, [a, 1.0]] for a in LADDER[1:9]]
         + [[3, [a, 1.0]] for a in LADDER[1:4]])


def dagger(matrix):
    return matrix.conj().T


def mean(vector, matrix):
    return np.vdot(vector, matrix @ vector).real


def build_molecule(separation):
    return gto.M(atom=[["H", (0.0, 0.0, separation / 2)],
                       ["H", (0.0, 0.0, -separation / 2)]],
                 basis={"H": BASIS}, unit="Bohr", verbose=0)


def half_spinors(mol):
    """Indices of functions with m_j = +1/2, diffuse functions first."""
    offset, chosen, exponents = 0, [], []
    for shell in range(mol.nbas):
        ell = mol.bas_angular(shell)
        for place in ((1,) if ell == 0 else (ell, 3 * ell + 1)):
            chosen.append(offset + place)
            exponents.append(mol.bas_exp(shell)[0])
        offset += 4 * ell + 2
    return np.array(chosen)[np.argsort(exponents, kind="stable")]


class Frame:
    """Orthonormal large and small bases at fixed positions in space."""

    def __init__(self, separation):
        self.mol = build_molecule(separation)
        self.pick = half_spinors(self.mol)
        grid = np.ix_(self.pick, self.pick)
        overlap = self.mol.intor("int1e_ovlp_spinor")[grid]
        kinetic = 0.5 * self.mol.intor("int1e_spsp_spinor")[grid]
        self.large = dagger(np.linalg.inv(np.linalg.cholesky(overlap)))
        self.kinetic = dagger(self.large) @ kinetic @ self.large
        root = np.linalg.cholesky(self.kinetic)
        self.small = self.large @ dagger(np.linalg.inv(root)) / np.sqrt(2)
        self.sigma_p = np.sqrt(2) * root

    def transform(self, raw_large, raw_small):
        grid = np.ix_(self.pick, self.pick)
        first = dagger(self.large) @ raw_large[grid] @ self.large
        second = dagger(self.small) @ raw_small[grid] @ self.small
        return (first + dagger(first)) / 2, (second + dagger(second)) / 2

    def attraction(self, z):
        """Potential of a unit point charge at height z."""
        with self.mol.with_rinv_origin((0.0, 0.0, z)):
            raw_large = -self.mol.intor("int1e_rinv_spinor")
            raw_small = -self.mol.intor("int1e_sprinvsp_spinor")
        rest = np.setdiff1d(np.arange(len(raw_large)), self.pick)
        for raw in (raw_large, raw_small):
            leak = np.abs(raw[np.ix_(self.pick, rest)]).max()
            assert leak < 1e-10 * np.abs(raw).max()
        return self.transform(raw_large, raw_small)

    def attraction_gradient(self, z):
        """Derivative of that potential when only the charge moves."""
        with self.mol.with_rinv_origin((0.0, 0.0, z)):
            one = self.mol.intor("int1e_iprinv_spinor", comp=3)[2]
            two = self.mol.intor("int1e_ipsprinvsp_spinor", comp=3)[2]
        return self.transform(-(one + dagger(one)), -(two + dagger(two)))


def decouple(frame, potential, light):
    """Dirac ground state and exactly decoupled two-component Hamiltonian."""
    v_large, v_small = potential
    size = len(v_large)
    unit = np.eye(size)
    coupling = light * frame.sigma_p
    lower = v_small - 2 * light**2 * unit
    dirac = np.block([[v_large, coupling], [dagger(coupling), lower]])
    energies, states = np.linalg.eigh(dirac)
    positive = states[:, size:]
    x_map = positive[size:] @ np.linalg.inv(positive[:size])
    norms, vectors = np.linalg.eigh(unit + dagger(x_map) @ x_map)
    renorm = (vectors / np.sqrt(norms)) @ dagger(vectors)
    inner = (v_large + coupling @ x_map + dagger(coupling @ x_map)
             + dagger(x_map) @ lower @ x_map)
    h_two = renorm @ inner @ renorm
    h_two = (h_two + dagger(h_two)) / 2
    e_two, phi = np.linalg.eigh(h_two)
    return dict(e4=energies[size], psi=positive[:, 0], x=x_map, renorm=renorm,
                h=h_two, e2=e_two[0], phi=phi[:, 0])


def add(first, second):
    return first[0] + second[0], first[1] + second[1]


z_a, z_b = SEPARATION / 2, -SEPARATION / 2
frame = Frame(SEPARATION)
field_a, field_b = frame.attraction(z_a), frame.attraction(z_b)
both = add(field_a, field_b)
f_large, f_small = frame.attraction_gradient(z_a)
n_basis = len(f_large)


def gradients(light):
    """Gradient by the Dirac state, transformed operator, naive and virial."""
    s = decouple(frame, both, light)
    up, down = s["psi"][:n_basis], s["psi"][n_basis:]
    four = mean(up, f_large) + mean(down, f_small)
    changed = s["renorm"] @ (f_large + dagger(s["x"]) @ f_small @ s["x"])
    changed = changed @ s["renorm"]
    small_norm = np.vdot(down, down).real
    virial = -(s["e4"] + 2 * light**2 * small_norm) / SEPARATION
    return dict(state=s, four=four, true=mean(s["phi"], changed),
                naive=mean(s["phi"], f_large), virial=virial,
                small_norm=small_norm)


# Main case
Z = 50
light = LIGHT / Z
main = gradients(light)
state = main["state"]
true, naive = main["true"], main["naive"]
assert abs(state["e2"] - state["e4"]) < 1e-7 * abs(state["e4"])
assert abs(true - main["four"]) < 1e-7 * abs(true)

# One-centre Dirac energy against its closed form
atom = decouple(frame, field_a, light)["e2"]
atom_formula = light**2 * (np.sqrt(1 - 1 / light**2) - 1)
atom_error = abs(atom / atom_formula - 1)
assert atom_error < 3e-4

# Derivative of the decoupled Hamiltonian, with basis functions held fixed
tiny = 1e-5
h_plus = decouple(frame, add(frame.attraction(z_a + tiny), field_b), light)["h"]
h_minus = decouple(frame, add(frame.attraction(z_a - tiny), field_b), light)["h"]
operator_slope = mean(state["phi"], (h_plus - h_minus) / (2 * tiny))
operator_error = abs(operator_slope / true - 1)
assert operator_error < 1e-3

# Slope of the two-component energy curve, with basis functions moving along
step = 0.02
curve = []
for distance in (SEPARATION + step, SEPARATION - step):
    moved = Frame(distance)
    potential = add(moved.attraction(distance / 2),
                    moved.attraction(-distance / 2))
    curve.append(decouple(moved, potential, light)["e2"])
curve_slope = (curve[0] - curve[1]) / (2 * step)
curve_error = abs(curve_slope / true - 1)
virial_error = abs(main["virial"] / true - 1)
assert curve_error < 2e-3
assert virial_error < 2e-3
assert abs(naive / true - 1) > 5 * max(curve_error, virial_error, operator_error)

# Nonrelativistic reference and density slope from a separate scalar calculation
e_nr, orbitals = np.linalg.eigh(frame.kinetic + both[0])
gradient_nr = mean(orbitals[:, 0], f_large)
mol = frame.mol
e_scalar, c_scalar = eigh(mol.intor("int1e_kin") + mol.intor("int1e_nuc"),
                          mol.intor("int1e_ovlp"))
assert abs(e_scalar[0] - e_nr[0]) < 1e-7
values = mol.eval_gto("GTOval_sph_deriv1", np.array([[0.0, 0.0, z_a]]))
orbital_value = values[0, 0] @ c_scalar[:, 0]
orbital_slope = values[3, 0] @ c_scalar[:, 0]
density_slope = 2 * orbital_value * orbital_slope

# Growth with nuclear charge at fixed Z*R, and the weak-relativity limit
scan = []
for charge in (1, 5, 25, 50, 70):
    c_scaled = LIGHT / charge
    item = gradients(c_scaled)
    assert abs(item["virial"] / item["true"] - 1) < 5e-3
    excess = item["naive"] - item["true"]
    contact = -np.pi * density_slope / (2 * c_scaled**2)
    scan.append((charge, item["true"] * charge**3, item["naive"] * charge**3,
                 100 * excess / item["true"], excess / contact))
assert abs(scan[0][4] - 1) < 0.1

force_unit = physical_constants["atomic unit of force"][0] * 1e3
print(f"speed of light c = {LIGHT:.6f} a.u.")
print(f"nuclear charge Z = {Z}, separation R = {SEPARATION / Z:.4f} bohr")
print(f"scaled separation Z*R = {SEPARATION:.1f}, scaled light speed c/Z = {light:.5f}")
print(f"basis functions with m_j=1/2 in each component space = {n_basis}")
print(f"nonrelativistic electronic energy = {e_nr[0] * Z**2:.3f} hartree")
print(f"Dirac electronic energy = {state['e4'] * Z**2:.3f} hartree")
print(f"two-component electronic energy = {state['e2'] * Z**2:.3f} hartree")
print(f"norm of small component = {main['small_norm']:.6f}")
print("Energy gradients dE/dR at Z = 50, hartree/bohr:")
print(f"  nonrelativistic = {gradient_nr * Z**3:.1f}")
print(f"  field of four-component density = {main['four'] * Z**3:.1f}")
print(f"  transformed operator in phi = {true * Z**3:.1f}")
print(f"  untransformed operator in phi (naive) = {naive * Z**3:.1f}")
print(f"  naive minus true = {(naive - true) * Z**3:.1f}")
print(f"  derivative of two-component Hamiltonian in phi = {operator_slope * Z**3:.1f}")
print(f"  slope of two-component energy curve = {curve_slope * Z**3:.1f}")
print(f"  virial value = {main['virial'] * Z**3:.1f}")
print(f"relative error of naive gradient = {100 * (naive / true - 1):.3f} percent")
print(f"true gradient = {true * Z**3 * force_unit:.4f} mN")
print(f"naive gradient = {naive * Z**3 * force_unit:.4f} mN")
print("Relative numerical mismatches (dimensionless):")
print(f"  one-centre energy vs closed form = {atom_error:.1e}")
print(f"  Hamiltonian derivative vs transformed force = {operator_error:.1e}")
print(f"  energy-curve slope vs transformed force = {curve_error:.1e}")
print(f"  virial value vs transformed force = {virial_error:.1e}")
print(f"nonrelativistic density slope at A, scaled (Z=1) = {density_slope:.5f} bohr^-4")
print("Scan at Z*R = 2 bohr; gradients in hartree/bohr:")
for charge, good, bad, percent, ratio in scan:
    print(f"  Z={charge:2d}: true={good:.6g}, naive={bad:.6g}, "
          f"error={percent:.5f} percent, error/contact formula={ratio:.4f}")
print("checks complete")
```

Output:

```
speed of light c = 137.035999 a.u.
nuclear charge Z = 50, separation R = 0.0400 bohr
scaled separation Z*R = 2.0, scaled light speed c/Z = 2.74072
basis functions with m_j=1/2 in each component space = 182
nonrelativistic electronic energy = -2756.575 hartree
Dirac electronic energy = -2804.652 hartree
two-component electronic energy = -2804.652 hartree
norm of small component = 0.040092
Energy gradients dE/dR at Z = 50, hartree/bohr:
  nonrelativistic = 31285.6
  field of four-component density = 32471.4
  transformed operator in phi = 32471.4
  untransformed operator in phi (naive) = 35386.8
  naive minus true = 2915.4
  derivative of two-component Hamiltonian in phi = 32471.4
  slope of two-component energy curve = 32473.4
  virial value = 32472.3
relative error of naive gradient = 8.978 percent
true gradient = 2.6752 mN
naive gradient = 2.9154 mN
Relative numerical mismatches (dimensionless):
  one-centre energy vs closed form = 2.1e-04
  Hamiltonian derivative vs transformed force = 7.1e-08
  energy-curve slope vs transformed force = 6.1e-05
  virial value vs transformed force = 2.7e-05
nonrelativistic density slope at A, scaled (Z=1) = -0.12740 bohr^-4
Scan at Z*R = 2 bohr; gradients in hartree/bohr:
  Z= 1: true=0.250289, naive=0.2503, error=0.00421 percent, error/contact formula=0.9895
  Z= 5: true=31.2975, naive=31.3295, error=0.10220 percent, error/contact formula=0.9604
  Z=25: true=3947.84, naive=4039.34, error=2.31773 percent, error/contact formula=0.8792
  Z=50: true=32471.4, naive=35386.8, error=8.97832 percent, error/contact formula=0.8754
  Z=70: true=92200.9, naive=109452, error=18.71023 percent, error/contact formula=0.9632
checks complete
```
